# Hydrogen barrier crossing: the onset of deep tunnelling near 230 K

## Definitions and conventions

A particle of mass \(m\) crosses a barrier whose top is at \(x=0\):

\[
V(x)\simeq V_0-\tfrac12 m\omega_b^2x^2 .
\]

An imaginary frequency of 1000 cm⁻¹ means \(\omega_b/2\pi c=1000\) cm⁻¹, with \(\omega_b\) real. The damping rate \(\gamma\) is defined by the friction force \(-m\gamma\dot x\). "Weakly damped" means \(\gamma\ll\omega_b\). With \(\beta=1/k_BT\), define

\[
T_0=\frac{\hbar\omega_b}{2\pi k_B},\quad \theta=\frac{T}{T_0},\quad b=\frac1\theta,\quad
A=\frac{V_0}{k_BT_0}=\frac{2\pi V_0}{\hbar\omega_b},\quad B=\beta V_0=Ab .
\]

\(T_0\) is the crossover temperature without damping, and \(T_c\) the one with damping. The large parameter of the analysis is \(A\).

If \(P(E)\) is the transmission probability, the thermal flux is proportional to \(\int P\,e^{-\beta E}dE\). Classically \(P\) is a step at \(V_0\), and the integral is \(e^{-\beta V_0}/\beta\). The ratio of quantum to classical flux is therefore

\[
\kappa=\beta\int_0^\infty P(E)\,e^{\beta(V_0-E)}\,dE. \tag{1}
\]

This assumes that particles arrive with a thermal distribution over a continuum of energies.

A pure parabola has no bottom, which will matter below \(T_0\). A barrier of finite height with the same top is

\[
V(x)=V_0\,\mathrm{sech}^2(x/a),\qquad a=\frac1{\omega_b}\sqrt{\frac{2V_0}{m}} .
\]

Near the top \(\mathrm{sech}^2s\simeq1-s^2\), so \(V_0/a^2=\tfrac12m\omega_b^2\), which fixes \(a\).

## Transmission of the finite barrier

Put \(s=x/a\), \(z=\sqrt{E/V_0}\) and \(v=2mV_0a^2/\hbar^2=4V_0^2/(\hbar\omega_b)^2=(A/\pi)^2\). With \(q=\sqrt v\,z=Az/\pi\), the Schrödinger equation reads

\[
\psi''+(q^2-v\,\mathrm{sech}^2s)\psi=0 .
\]

Write \(\psi=(\cosh s)^{\mu}F\) with \(\mu=iq\). Differentiating twice and using \(\tanh^2 s=1-\mathrm{sech}^2s\) and \(\mu^2+q^2=0\),

\[
F''+2\mu\tanh s\,F'+(\mu-\mu^2-v)\,\mathrm{sech}^2s\,F=0 .
\]

Now use \(u=1/(1+e^{2s})\), for which \(du/ds=-2u(1-u)\), \(\tanh s=1-2u\) and \(\mathrm{sech}^2s=4u(1-u)\). Division by \(4u(1-u)\) gives

\[
u(1-u)F_{uu}+(1-\mu)(1-2u)F_u+(\mu-\mu^2-v)F=0 .
\]

This is the hypergeometric equation with third parameter \(1-\mu\) and first two parameters \(\tfrac12-\mu\pm i\nu\), where \(\nu=\sqrt{v-1/4}\). The solution with \(F=1\) at \(u=0\) is a purely outgoing wave \(e^{iqs}\) of unit modulus at \(s\to\infty\). At \(s\to-\infty\), \(u\to1\), and the standard connection formula splits it into a reflected wave \(e^{-iqs}\) and an incoming wave \(e^{iqs}\) with amplitude

\[
\frac{\Gamma(1-iq)\,\Gamma(-iq)}{\Gamma(\frac12-iq+i\nu)\,\Gamma(\frac12-iq-i\nu)} .
\]

\(P\) is the inverse square of its modulus. For real \(t\), \(|\Gamma(\tfrac12+it)|^2=\pi/\cosh\pi t\) and \(|\Gamma(1+it)\Gamma(it)|^2=\pi^2/\sinh^2\pi t\). With \(\cosh(f-g)\cosh(f+g)=\sinh^2f+\cosh^2g\),

\[
P=\frac{\sinh^2(Az)}{\sinh^2(Az)+\cosh^2C},\qquad C=\pi\nu=\sqrt{A^2-\pi^2/4}. \tag{2}
\]

For \(A\gg1\) and \(Az\gg1\) the hyperbolic functions become exponentials. Let

\[
\delta=A-C\simeq\frac{\pi^2}{8A},\qquad y=2A(1-z).
\]

Then, up to exponentially small terms,

\[
P\simeq\frac1{1+e^{2(C-Az)}}=\frac1{1+e^{\,y-2\delta}} . \tag{3}
\]

Close to the top, \(2\pi(V_0-E)/\hbar\omega_b=A(1-z^2)\simeq y\). As \(A\to\infty\) at fixed \(y\), (3) becomes the parabolic result

\[
P=\frac1{1+e^{\,2\pi(V_0-E)/\hbar\omega_b}} . \tag{4}
\]

## Where the crossover comes from

Let \(y\) measure the depth below the top of a parabola in units of \(\hbar\omega_b/2\pi=k_BT_0\). The Boltzmann factor in (1) grows with depth as \(e^{by}\), while \(P\) falls as \(e^{-y}\). Their product \(e^{-(1-b)y}\) decays when \(b<1\), that is, when \(T>T_0\). The flux then passes within a finite depth of the top. For \(T\le T_0\) it does not decay, and the flux through a pure parabola is infinite. On a real barrier the flux moves down until the shape of the barrier stops it. This picture assumes that the period of the motion in the inverted barrier grows with depth, as it does for the \(\mathrm{sech}^2\) and cosine shapes used here. A barrier that narrows faster below its top can cross over above \(T_0\): for \(V_0e^{-s^2-2s^4}\) with \(A=25\), the tunnelling exponent at \(E\approx0.4V_0\) overtakes passage at the top at about 257 K. This is the estimate:

\[
k_BT_0=\frac{\hbar\omega_b}{2\pi},\qquad T_0=\frac{1438.8\ \text{K}}{2\pi}=229\ \text{K}.
\]

Here 1438.8 K is \(\hbar\omega_b/k_B\). In energy units \(\hbar\omega_b=0.124\) eV and \(k_BT_0=0.0197\) eV.

## Effect of damping on the estimate

Represent the friction by harmonic oscillators coupled linearly to the particle. In mass-weighted coordinates the potential near the top, measured from \(V_0\), is

\[
-\tfrac12\omega_b^2Q^2+\tfrac12\sum_j\Big(\omega_jX_j-\frac{c_j}{\omega_j}Q\Big)^2 .
\]

It is quadratic, so a rotation to normal modes separates the motion, in quantum as in classical mechanics. An unstable mode has eigenvalue \(-\mu^2\), where \(\mu>0\) is now a growth rate. The bath rows of the eigenvalue equation give \(X_j=c_jQ/(\omega_j^2+\mu^2)\). Inserting this in the particle row,

\[
\mu^2+\sum_j\frac{c_j^2}{\omega_j^2}\,\frac{\mu^2}{\omega_j^2+\mu^2}=\omega_b^2 .
\]

For an Ohmic bath \(\sum_jc_j^2/\omega_j^2\to(2\gamma/\pi)\int_0^\infty d\omega\). Since \(\int_0^\infty \mu^2d\omega/(\omega^2+\mu^2)=\pi\mu/2\),

\[
\mu^2+\gamma\mu=\omega_b^2,\qquad \mu=\sqrt{\omega_b^2+\gamma^2/4}-\frac\gamma2 . \tag{5}
\]

The left side rises with \(\mu\), so there is one unstable mode. It sees a parabolic barrier of frequency \(\mu\), and the argument of the previous section holds with \(\mu\) for \(\omega_b\):

\[
T_c=\frac{\hbar\mu}{2\pi k_B}=T_0\Big(1-\frac{\gamma}{2\omega_b}+\frac{\gamma^2}{8\omega_b^2}-\dots\Big). \tag{6}
\]

The first correction is negative: friction slows the unstable motion and lowers the crossover. Thus, for barriers whose crossover is set by the top, 229 K is an upper limit within this model. Here \(\omega_b\) is the curvature along \(Q\) with the bath relaxed. An imaginary frequency taken from the Hessian of all coordinates is already \(\mu\), and (6) must not be applied to it again. For \(\gamma/2\pi c=50\) cm⁻¹, \(T_c\simeq229\,(1-0.025)=223\) K. For 20 and 100 cm⁻¹ it is 227 K and 218 K.

Damping must not be too weak either, or the well behind the barrier is not refilled thermally near its rim. Take the well as a cosine, \(V=\tfrac12V_0(1-\cos\varphi)\), \(x=\ell\varphi\). Its tops have curvature \(V_0/2\ell^2=m\omega_b^2\), so \(\ell=\sqrt{V_0/2m}/\omega_b\). At \(E=V_0\) the momentum is \(\sqrt{2mV_0}\cos(\varphi/2)\). Friction removes the energy \(\gamma\oint p\,dx\) per round trip:

\[
\Delta E=\gamma\cdot2\ell\sqrt{2mV_0}\int_{-\pi}^{\pi}\cos\frac\varphi2\,d\varphi=8\ell\gamma\sqrt{2mV_0}=\frac{8\gamma V_0}{\omega_b}. \tag{7}
\]

In classical escape, thermal filling near the rim requires \(\Delta E\) of several \(k_BT\); at \(\Delta E=k_BT\) the rate is still below half its thermal value. The weakly damped window is therefore \(k_BT/8V_0\ll\gamma/\omega_b\ll1\). Close to \(T_0\) the lower bound is less strict, because much of the flux leaves from below the rim with small transmission.

## Above the crossover: leading term and first correction

From here on the factor \(\kappa\) is that of the undamped barrier. Insert \(E=V_0z^2\) in (1), then \(z=1-y/2A\). Since \(B(1-z^2)=by-by^2/4A\) and \(2B\,dz\) becomes \(b\,dy\) in magnitude,

\[
\kappa\simeq b\int_{-\infty}^{\infty}\Big(1-\frac{y}{2A}\Big)\frac{e^{\,by-by^2/4A}}{1+e^{\,y-2\delta}}\,dy . \tag{8}
\]

Extending the limits costs exponentially small terms.

For \(A\to\infty\) at fixed \(b<1\) one needs \(K(b)=\int_{-\infty}^\infty e^{by}/(1+e^y)\,dy\). Shifting the contour by \(2\pi i\) multiplies the integrand by \(e^{2\pi ib}\). The enclosed pole at \(i\pi\) has residue \(-e^{i\pi b}\). Hence \(K(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b}\), or \(K=\pi/\sin\pi b\), and

\[
\kappa_0=bK=\frac{\pi b}{\sin\pi b}. \tag{9}
\]

It diverges as \(b\to1\), in agreement with the competition argument.

The first correction collects the terms of order \(1/A\) in (8). Shifting \(y\) by \(2\delta\) produces the factor \(e^{2\delta b}\simeq1+\pi^2b/4A\). Powers of \(y\) under the integral are derivatives of \(K\):

\[
\kappa-\kappa_0\simeq\frac{b}{4A}\left[\pi^2bK-2K'-bK''\right].
\]

With \(K'=-\pi K\cot\pi b\) and \(K''=\pi^2K(1+2\cot^2\pi b)\), the terms \(\pi^2bK\) cancel and

\[
\kappa\simeq\kappa_0\left[1+\frac{\pi\cot\pi b\,(1-\pi b\cot\pi b)}{2A}\right]. \tag{10}
\]

Near \(b=1\), \(\pi\cot\pi b\simeq-1/(1-b)\), and the correction tends to \(-1/[2A(1-b)^2]\). The expansion needs

\[
|1-b|\gg\frac1{\sqrt{2A}} . \tag{11}
\]

This is the relative width of the crossover for the \(\mathrm{sech}^2\) barrier, seen from above. It is set by the quartic term at the top: for the cosine barrier, whose quartic term is half as large, the width is smaller by \(\sqrt2\).

## At the crossover

At \(b=1\) the Gaussian in (8) has to be kept. Let \(L(t)=1/(1+e^{-t})\). Since \(e^y/(1+e^{y-2\delta})=e^{2\delta}L(y-2\delta)\),

\[
\kappa(T_0)=e^{2\delta}\int_{-\infty}^{\infty}\Big(1-\frac y{2A}\Big)e^{-y^2/4A}L(y-2\delta)\,dy .
\]

The shift inside \(L\) changes the integral by about \(-2\delta\), which is of order \(1/A\), and is dropped. Write \(L(y)=\tfrac12+\tfrac12\tanh(y/2)\).

In the first term of the bracket the odd part of \(L\) drops out, leaving \(\tfrac12\sqrt{4\pi A}=\sqrt{\pi A}\). In the second the even part drops out, leaving

\[
-\frac1{2A}\int_0^\infty y\tanh\frac y2\,e^{-y^2/4A}dy=-\frac1{2A}\left[2A+O(1)\right]=-1+O(1/A),
\]

because \(\tanh(y/2)\) differs from 1 over a range of order one, while the Gaussian extends to \(y\sim\sqrt A\). Finally \(e^{2\delta}\simeq1+\pi^2/4A\) acts on the leading term:

\[
\kappa(T_0)=\sqrt{\pi A}-1+\frac{\pi^{5/2}}{4\sqrt A}+O(1/A). \tag{12}
\]

The infinity of the parabola has become \(\sqrt{\pi A}\), and the first correction is \(-1\). The flux at \(T_0\) is spread over depths \(y\sim\sqrt{2A}\), or energies of order \(k_BT_0\sqrt{2A}\) below the top.

## Below the crossover

For \(\theta<1\) the important energies lie well below the top, where \(P\simeq e^{2\delta}e^{-2A(1-z)}\). With \(A=B\theta\) the exponent in (1) is

\[
B(1-z^2)-2B\theta(1-z)=B(1-\theta)^2-B(z-\theta)^2 .
\]

This is a Gaussian in \(z\) centred on \(z=\theta\), with standard deviation \(1/\sqrt{2B}\). Apart from the slowly varying factor \(z\), the flux peaks at

\[
E^*=V_0\theta^2 . \tag{13}
\]

This is deep tunnelling: as the temperature falls, the crossing energy leaves the top and sinks. The dependence on \(T^2\) belongs to the \(\mathrm{sech}^2\) barrier; other shapes generally give other laws. Integrating \(2Bz\) over the Gaussian gives \(2B\theta\sqrt{\pi/B}\), so

\[
\kappa\simeq2\theta\sqrt{\pi B}\;e^{B(1-\theta)^2}\Big(1+\frac{\pi^2}{4A}\Big). \tag{14}
\]

The last factor is the first correction. The mean flux energy follows from \(\langle z^3\rangle/\langle z\rangle=\theta^2+3/2B\) for that Gaussian:

\[
\langle E\rangle=V_0\theta^2+\tfrac32k_BT . \tag{15}
\]

Equations (14) and (15) need the peak to be several standard deviations away from both \(z=1\) and \(z=0\). Close to \(T_0\) the first condition fails when \(|1-\theta|\lesssim1/\sqrt{2A}\). This is the same width as in (11), now reached from below.

## Worked example

Take a model hydrogen hop with \(V_0=0.5\) eV, \(\omega_b/2\pi c=1000\) cm⁻¹ and \(\gamma/2\pi c=50\) cm⁻¹. Then \(A=0.5/0.01973=25.3\). The length is \(a=0.052\) nm, and the barrier is 0.092 nm wide at half height. The relative crossover width is \(1/\sqrt{50.7}=0.14\), or 32 K. For this shape the undamped crossover is a band of roughly \(229\pm32\) K; for the cosine barrier it would be \(229\pm23\) K.

The values called "full" below come from integrating (1) with the transmission (2).

**Above.** At 400 K, \(b=0.572\) and (9) gives 1.846. In (10), \(\pi\cot\pi b=-0.728\) and \(1-\pi b\cot\pi b=1.417\), so the relative correction is \(-1.031/50.7=-0.020\) and \(\kappa\simeq1.81\). The full value is 1.82. At 300 K the parabola gives 3.54 and the full value is 3.06. The correction (10) amounts to \(-24\%\) and gives 2.68, which is too low. Here \(1-b=0.24\) is less than twice the crossover width, so (11) is poorly met.

**At \(T_0\).** Equation (12) gives \(8.92-1+0.87=8.79\), against the full value 8.66. The difference of 0.13 is about \(3/A\), the order of the terms left out.

**Below.** At 150 K, (14) without its last factor gives 1441, and the full value is 1583. The ratio is 1.10, as is \(1+\pi^2/4A\). At 100 K the ratio \(1.287/1.168\) is again 1.10. The mean energy (15) at 150 K is \(0.2145+0.0194=0.234\) eV, against 0.233 eV in full.

The share of the flux that crosses below the top shows how gradual the change is:

| \(T\) (K) | \(\kappa\) | mean energy (eV) | share below top |
|---|---|---|---|
| 400 | 1.8 | 0.49 | 0.57 |
| 300 | 3.1 | 0.46 | 0.76 |
| 229 | 8.7 | 0.41 | 0.92 |
| 150 | 1600 | 0.23 | 1.00 |

Tunnelling does not begin at 229 K. At room temperature three quarters of the flux already passes under the top, though close to it. What changes around 229 K is the pace of the descent: the mean energy falls slowly well above this temperature and steeply below it, and at 150 K it is less than half the barrier height. The values near and below \(T_0\) belong to the \(\mathrm{sech}^2\) barrier. A single cosine hump \(V_0\cos^2(x/a)\), with the same height and the same curvature at the top, gives \(\kappa=3.2\) at 300 K, 11.7 at \(T_0\) and about \(3\times10^4\) at 150 K.

To first order in the damping, the loss (7) is \(8\times0.05\times0.5=0.20\) eV, ten times \(k_BT_0\). The particle slows down as it loses energy, and the actual loss over the round trip is about 0.155 eV, or \(8k_BT_0\). Thermal filling near the rim is therefore a sound assumption near \(T_0\) for this damping; at 400 K the depletion lowers the rate by roughly 10%.

## Hydrogen at the Si/SiO₂ interface

The parameters are meant as rough values for mobile hydrogen hopping on the oxide side of the interface. They do not describe the breaking of a Si–H bond, which needs several times this energy. The assumption most clearly broken in a device is that of a single barrier: the oxide is amorphous, and its sites differ. Since \(T_0\propto\omega_b\), a 10% spread in barrier frequency spreads the crossover by about 23 K, more than the damping assumed here moves it. A device at the industrial limit of −40 °C (233 K) would sit inside the crossover band, with \(\kappa\simeq7.8\) for the undamped \(\mathrm{sech}^2\) barrier. An Arrhenius line fitted between about 350 and 500 K absorbs most of this factor in a lower apparent barrier. Extended to that point it would underestimate the hopping rate by about a factor of two, provided that such hops limit the process.

The other neglected effects can be sized for the same numbers.

- **Phonon cutoff.** If the bath ends at \(\Omega\), the friction term in (5) becomes \((2\gamma\mu/\pi)\arctan(\Omega/\mu)\). For \(\Omega/2\pi c=1200\) cm⁻¹, \(T_c\) rises from 223 K to 226 K.
- **Oxide field.** A field \(F\) acting on a charge \(+e\) moves the top to \(s_0\simeq-eFa/2V_0\). From \(\mathrm{sech}^2s\simeq1-s^2+\tfrac23s^4\), the curvature there is reduced by the factor \(1-4s_0^2\) and the frequency by \(1-2s_0^2\). At 5 MV/cm, \(s_0\simeq-0.026\), and \(T_0\) falls by 0.3 K. The rate itself is far more sensitive: between the bottom and the top of the cosine well, a distance \(\pi\ell=\pi a/2=0.082\) nm, the field lowers the barrier by about 0.04 eV for hops along it and raises it by as much for hops against it. At −40 °C this is a Boltzmann factor of between 7 and 8 either way.
- **Zero-point energy of the well.** For a harmonic well of the same frequency and \(t=\hbar\omega_b/k_BT\), the classical partition function \(1/t\) is replaced by \(1/(2\sinh\frac t2)\). This multiplies the rate by \(\sinh(t/2)/(t/2)\), which is 2.3 at 300 K and 3.7 at \(T_0\). Vibrations transverse to the path also change the rate and are not included.
- **Discrete levels.** The crossing energy cannot sink below the ground level of the well. Where this ends the descent depends on the barrier shape. The \(\mathrm{sech}^2\) law (13) would reach \(\tfrac12\hbar\omega_b\) at 81 K, but that barrier has no well of its own. For the cosine well, the dominant energy is the one at which the period of the motion in the inverted potential equals \(\hbar/k_BT\). This gives \(\theta=\pi/2K(k)\), with \(K(k)\) the complete elliptic integral of the first kind and \(k^2=1-E/V_0\), and \(\tfrac12\hbar\omega_b\) is reached already at about 145 K. The level spacing near the bottom is about 0.12 eV, so the continuum in (1) is a crude picture of deep tunnelling from such a well.
- **Isotope.** In the same potential \(\omega_b\propto m^{-1/2}\), and deuterium has \(T_0=162\) K. At 200 K hydrogen is then below its undamped crossover temperature and deuterium above its own.

The full set of values is in the numerical output below. There and in the program, "Tc" stands for the undamped \(T_0\), except where damping is named.

## Calculated quantities

```
barrier wavenumber            1000 cm^-1
barrier quantum hbar wb       0.1240 eV
hbar wb / kB                  1438.8 K
Tc without damping            229.0 K
kB Tc                         0.01973 eV
barrier height V0             0.50 eV
A = V0/(kB Tc)                25.34
barrier length a              0.0519 nm
barrier full width, half max  0.0916 nm
relative crossover width      0.140
crossover half-width          32.2 K
Tc, damping    20 cm^-1       226.7 K
Tc, damping    50 cm^-1       223.3 K
Tc, damping   100 cm^-1       217.8 K
mu/wb at 50 cm^-1            0.9753
Finite barrier, undamped:
T (K), kappa, mean flux energy (eV), share below top
 400.00       1.821  0.4914  0.571
 300.00        3.06  0.4601  0.757
 233.15       7.844  0.4125  0.909
 228.99       8.663  0.4077  0.918
 150.00        1583  0.2331  1.000
 100.00   1.287e+09  0.1083  1.000
parabola kappa at 400 K       1.846
parabola kappa at 300 K       3.542
estimate sqrt(pi A)-1 at Tc   7.92
deep formula kappa at 150 K   1441
peak energy V0 theta^2, 150 K 0.2145 eV
deep formula kappa at 100 K   1.168e+09
peak energy V0 theta^2, 100 K 0.0954 eV
Neglected effects:
phonon cutoff                 1200 cm^-1
damped Tc with cutoff         225.8 K
oxide field                   5.0 MV/cm
field shift of undamped Tc    -0.31 K
zero-point factor at 300 K    2.27
zero-point factor at Tc       3.68
ground-level floor reached at 81 K
energy loss per round trip    0.200 eV
loss / (kB Tc)                10.1
undamped Tc for deuterium     162.0 K
```
